# Ammonia on a Silanol Model: Two Hydrogen-Bond Orientations Compared

## Problem

One ammonia molecule meets the silanol model $\mathrm{H_3SiOH}$, a small molecule carrying the Si-O-H group of hydroxylated silica. Two starting orientations are considered:

- **A:** the silanol hydrogen points at nitrogen, O-H···N.
- **B:** an ammonia hydrogen points at the silanol oxygen, N-H···O.

Both molecules are closed-shell. Each is first optimised alone and then kept rigid while ammonia moves around the fixed silanol.

1. Derive the gradient for the translation and rotation of ammonia, and a minimisation step that uses it.
2. Optimise from both starts. Does each keep its kind of hydrogen bond?
3. Decide which orientation is more stable, using interaction energies corrected for the finite basis.
4. Relate the order to the electrostatic potentials of the separate molecules.
5. Can donor-bond relaxation or the zero-point motion of ammonia reverse the order?
6. Estimate the coverage of isolated sites at 1 Torr, at 300 K and 600 K.

Formulas are in atomic units, with $\hbar=1$. Energies are reported in eV and lengths in nm.

## Hints

1. Under a small rotation $\mathbf w$ about nitrogen, an atom at $\mathbf r_a$ from nitrogen moves by $\mathbf w\times\mathbf r_a$.
2. Hold N-H···O linear while optimising the other coordinates of B, then release everything. Classify the result by its geometry, not by its start.
3. In a complex, each molecule can borrow its partner's basis functions. Give the separate molecules the same functions.
4. Compare the two donors with each other, and the two acceptors with each other.
5. For zero-point energy an upper bound is enough. The square root is concave.
6. Treat the site as empty or singly occupied, in equilibrium with an ideal gas.

## Solution

### 1. Gradient and step

Let $\mathbf x_N^0$ be the reference position of nitrogen and $\mathbf r_a$ the reference position of atom $a$ relative to it. The rigid motion is

$$\mathbf x_a=\mathbf x_N^0+\mathbf t+R(\mathbf w)\mathbf r_a .$$

With $\mathbf g_a=\partial E/\partial\mathbf x_a$, a small change gives $dE=\sum_a\mathbf g_a\cdot d\mathbf x_a$. At $\mathbf w=0$, $d\mathbf x_a=d\mathbf t+d\mathbf w\times\mathbf r_a$. The cyclic rule $\mathbf g\cdot(\mathbf w\times\mathbf r)=\mathbf w\cdot(\mathbf r\times\mathbf g)$ then gives

$$\frac{\partial E}{\partial\mathbf t}=\sum_a\mathbf g_a,\qquad
\frac{\partial E}{\partial\mathbf w}=\sum_a\mathbf r_a\times\mathbf g_a .$$

These are minus the total force and minus the torque. The sums run over ammonia alone because silanol does not move. At finite $\mathbf w$ the same chain rule reads $g_q=J^Tg_x$, with $J=\partial x/\partial q$ and $q=(\mathbf t,\mathbf w)$.

As a test, the slope at start A was taken along a direction mixing translation and rotation. The chain rule and a difference of two energies both gave 0.007540 atomic units.

Near a point, approximate $E(q+s)\approx E+g^Ts+\tfrac12s^THs$. Setting the derivative with respect to $s$ to zero gives $g+Hs=0$, so $s=-H^{-1}g$. The length of $s$ is limited because the quadratic form is local.

After a step, the gradient has changed by $y$. The BFGS update

$$H'=H-\frac{Hss^TH}{s^THs}+\frac{yy^T}{s^Ty}$$

reproduces that change: $H's=Hs-Hs+y=y$. It keeps $H$ positive if $s^Ty>0$. When $s^Ty<0.2\,s^THs$, replace $y$ by

$$\tilde y=\theta y+(1-\theta)Hs,\qquad
\theta=\frac{0.8\,s^THs}{s^THs-s^Ty}.$$

Then

$$s^T\tilde y=s^THs-\theta(s^THs-s^Ty)=0.2\,s^THs>0 ,$$

so the next step still points downhill.

### 2. The two optimised orientations

The docking energies come from restricted Hartree-Fock theory in the 3-21G basis. The interaction energy is

$$E_{\rm int}=E_{\rm complex}-E_{\rm silanol}-E_{\rm ammonia},$$

and a negative value means binding. A search stops when every slope is below $5\times10^{-4}$ atomic units.

**Start A.** The H···N distance is 0.1852 nm, with the ammonia lone pair tilted away from the O-H line. The interaction energy falls from $-0.529$ to $-0.573$ eV in two steps. The final contact has H···N = 0.186 nm and an O-H···N angle of $178^\circ$. The H···N distance has hardly changed.

**Start B.** With N-H···O held linear, the distance, the approach direction and the spin about the N-H line are optimised. This gives H···O = 0.210 nm and $E_{\rm int}=-0.2112$ eV. After release of all six coordinates, one step meets the stopping condition at $-0.2113$ eV. The angle is still $178^\circ$, and nitrogen is 0.358 nm from the silanol hydrogen. B has therefore kept its N-H···O contact.

This shows that B is stationary within the chosen tolerance. It does not show that B is a minimum, because its curvatures were not computed. Nor does it show that B is the lowest N-H···O contact. The search stops once all slopes are small, which can happen early along a soft motion, and other turns of ammonia about the N-H line were not optimised. Roughly half a turn about that line, at the same distance and approach direction, already lowers the docking energy to about $-0.227$ eV, so B is not the lowest contact of its kind.

A negative curvature could also let ammonia leave B altogether. The comparison below concerns the N-H···O contact found here, whether or not it survives a tighter search. Two local searches also do not exclude other adsorption geometries.

At the docking level A is lower by $0.573-0.211=0.362$ eV.

### 3. Corrected interaction energies

A small basis can exaggerate binding, because each molecule improves its own description with the other's functions. The counterpoise formula removes this imbalance:

$$E_{\rm int}^{\rm CP}=E_{AB}(AB)-E_A(AB)-E_B(AB).$$

Here the subscripts $A$ and $B$ mean the two molecules, not the orientations, and the parentheses name the basis. In Hartree-Fock theory the variational principle gives $E_A(AB)\le E_A(A)$, since adding functions cannot raise the minimum. The same holds for the other molecule. Subtracting these lower energies makes the interaction less negative, or leaves it unchanged.

Hartree-Fock theory also omits electron correlation. Second-order perturbation theory, MP2, adds

$$E^{(2)}=\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}
{\epsilon_i+\epsilon_j-\epsilon_a-\epsilon_b},$$

where $i,j$ are occupied and $a,b$ empty orbitals, $\epsilon$ are their energies, and $(ia|jb)$ are electron-repulsion integrals. Core orbitals are left out of the sum. The def2-SVP basis is used with density fitting, which approximates the integrals through an auxiliary basis. The geometries stay fixed at their docking-level positions.

| Interaction energy (eV) | A | B |
|---|---:|---:|
| Docking, uncorrected | −0.573 | −0.211 |
| Hartree-Fock, counterpoise | −0.260 | −0.025 |
| MP2, counterpoise | −0.331 | −0.044 |

The energy of B minus that of A is

$$\Delta E=-0.0436-(-0.3307)=0.287\ \text{eV}=27.7\ \text{kJ/mol}.$$

**Silanol donating to nitrogen is the more stable of the two orientations.** The order is the same in all three rows, but the binding energies are far less settled. The first two rows differ in both basis and correction, so their difference is not the counterpoise correction alone. MP2/def2-SVP is itself a modest level: it lacks diffuse functions and higher-order correlation, and neither geometry was reoptimised with it. In the larger aug-cc-pVDZ basis, which has diffuse functions, A is bound about 0.02 eV less strongly and B about 0.03 eV more strongly, so the gap falls by about 0.05 eV, to roughly 0.24 eV. The docking distance of B is also too short for this level: lengthening H···O from 0.210 to 0.230 nm lowers the corrected MP2 energy of B by a further 0.01 to 0.02 eV. The order survives these changes, but the gap is uncertain by at least 0.05 eV. The 0.02 eV shift of A alone halves the coverage odds at 300 K in section 6.

### 4. Electrostatic cause

The potential of a separate molecule with electron density $n$ is

$$V(\mathbf r)=\sum_a\frac{Z_a}{|\mathbf r-\mathbf R_a|}
-\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

It is positive where a small positive test charge has a higher energy than at infinite separation. Each probe point lies 0.20 nm outside the named atom: along the donor bond for hydrogen, along the lone-pair axis for nitrogen, and along the outward bisector of Si-O-H for oxygen. The Hartree-Fock densities give:

- silanol H: $+0.84$ V; ammonia H: $+0.41$ V;
- ammonia N: $-1.96$ V; silanol O: $-1.14$ V.

A hydrogen bond places the positive side of a donor against the negative side of an acceptor. Orientation A pairs the more positive donor with the more negative acceptor. B pairs the weaker member of each comparison. Both differences favour A.

These densities were computed with the partner's basis functions present, as in the counterpoise calculation. In the aug-cc-pVDZ basis without those functions, the potentials are about $+0.8$ and $+0.4$ V for the two hydrogens, $-1.7$ V for nitrogen and $-1.05$ V for oxygen. The nitrogen value thus shifts by about 0.25 V, but the order of the donors and of the acceptors stays the same.

This supports an electrostatic explanation of the order, but it does not divide the interaction energy into parts. Exchange repulsion, polarisation and dispersion also contribute, and four potentials at chosen points cannot measure their shares.

### 5. Two neglected effects

**Donor-bond relaxation.** Let $s$ be a small stretch of the donor bond, with the other atoms fixed:

$$E(s)=E(0)+fs+\tfrac12ks^2 .$$

The minimum satisfies $f+ks=0$, so $s_*=-f/k$. Substitution gives

$$E(0)-E(s_*)=\frac{f^2}{k}-\frac{f^2}{2k}=\frac{f^2}{2k}.$$

At the docking level, the O-H bond in A lengthens by 0.0022 nm and gains 0.012 eV. The N-H bond in B lengthens by 0.0003 nm and gains 0.0003 eV. This relaxation therefore favours A slightly more. Relaxation of the other internal coordinates is not included.

**Zero-point motion.** Ammonia has six motions against fixed silanol. Let their true harmonic frequencies be $\omega_k$. Choose any six directions that are orthonormal in the mass metric, and let $U$ be the orthogonal matrix connecting them to the normal modes. The curvature along direction $i$ is

$$c_i=\sum_kU_{ik}^2\omega_k^2,\qquad \sum_kU_{ik}^2=1 .$$

Thus $c_i$ is a weighted average of the $\omega_k^2$. If none of these is negative, concavity of the square root gives $\sqrt{c_i}\ge\sum_kU_{ik}^2\omega_k$. Summing over $i$ and using $\sum_iU_{ik}^2=1$,

$$\frac12\sum_k\omega_k\le\frac12\sum_i\sqrt{c_i}.$$

The six values of $\sqrt{c_i}$ at A are 21.3, 10.6, 11.2, 1.5, 50.3 and 50.6 meV. Half their sum is 73 meV. This is an upper bound if no combination of the directions has negative curvature. Diagonalising the full curvature matrix gives five clearly positive values. The sixth belongs to the turn of ammonia about its own axis and is too close to zero for its sign to be settled. The bound is therefore not strictly established, but the five other frequencies can be summed directly: half their sum is about 68 meV, and a nearly free turn adds almost nothing.

Even if the same six motions in B had no zero-point energy, A would lose only about 0.07 eV of its advantage, which is 0.287 eV in def2-SVP and roughly 0.24 eV in the larger basis. At this level these motions do not reverse the order. Changes in the internal vibrations of the two molecules remain outside the estimate.

### 6. Coverage

Consider independent sites, each empty or holding one ammonia in orientation A. If $\mu$ is the chemical potential of the gas, the occupied and empty states have relative weight

$$\frac{\theta}{1-\theta}=q_{\rm vib}\,e^{-(E_{\rm int}-\mu)/kT}.$$

Here $k$ is the Boltzmann constant. For an ideal gas of mass $m$ at pressure $p$, the number of translational states per molecule is $kT/(p\Lambda^3)$, with $\Lambda=\sqrt{2\pi/(mkT)}$. Hence

$$\mu=-kT\ln\!\left(q_{\rm rot}\frac{kT}{p\Lambda^3}\right),\qquad
\frac{\theta}{1-\theta}=e^{-E_{\rm int}/kT}\,
\frac{q_{\rm vib}}{q_{\rm rot}}\,\frac{p\Lambda^3}{kT}.$$

The rotational factor follows from integrating over orientations, which gives $8\pi^2$, and over the three angular momenta:

$$q_{\rm rot}=\frac{8\pi^2}{3(2\pi)^3}\prod_{i=1}^3\sqrt{2\pi I_ikT}.$$

The $I_i$ are the moments of inertia. The 3 removes orientations that differ by exchanging identical hydrogens; the equivalent spin positions of adsorbed ammonia are likewise counted once. Internal vibrations are taken to cancel between gas and site.

For a harmonic motion, summing $e^{-\omega(n+1/2)/kT}$ over $n$ gives

$$q_{\rm vib}=\prod_i\frac{1}{2\sinh(\omega_i/2kT)},$$

which includes the zero-point energy. The values $\sqrt{c_i}$ serve as approximate frequencies, with the softest raised to 2 meV because so small a curvature is poorly determined.

This softest motion is essentially the rotation of ammonia about its own axis. At the docking level, that turn changes the energy by less than 1 meV, far below $kT$, so it is nearly free. Its harmonic factor at 300 K is $kT/\omega\approx13$. A free turn through the full circle, with equivalent positions counted once, has only $\sqrt{2\pi IkT}/3\approx3.5$ states, where $I$ is the moment of inertia about that axis. Treating the turn as harmonic therefore makes the coverage too high by a factor of about 4 at 300 K and 5 at 600 K.

A second error acts the other way. The separate $c_i$ ignore the coupling between sideways motion and tilting: ammonia moves sideways more easily if it can tilt at the same time. Diagonalising the full curvature matrix at the docking level lowers the two motions near 11 meV to about 6 meV and hardly changes the three stiffer ones. This raises $q_{\rm vib}$ by a factor of a little over 3 at both temperatures. The two errors nearly cancel. The coverages below are order-of-magnitude estimates for the MP2 binding energy used here; an error in that energy enters exponentially.

At 300 K, $kT=0.02585$ eV. The binding exponent is $0.3307/0.02585=12.8$. The translational term $kT\ln[kT/(p\Lambda^3)]=0.555$ eV gives an opposing exponent of 21.5. Their combined factor is about $e^{-8.7}=1.7\times10^{-4}$, and $q_{\rm vib}/q_{\rm rot}$ is about 0.24. The result is

$$\theta(300\ \text{K})\approx4\times10^{-5}.$$

At 600 K the translational term rises to 1.20 eV and $\theta\approx4\times10^{-7}$. With both corrections, the free turn and the coupled motions, the values are about $4\times10^{-5}$ and $2\times10^{-7}$. At this binding energy, the hydrogen bond is not enough to hold ammonia on the model site at 1 Torr, because the gas offers far more states.

The energy gap alone gives B a weight relative to A of $e^{-0.287/0.02585}\approx1.5\times10^{-5}$ at 300 K and $4\times10^{-3}$ at 600 K. The gap smaller by 0.05 eV found in the larger basis would raise the first ratio by a factor of about 7 and the second by about 2.7. Different vibrational factors for A and B would change them too.

The coverage is very sensitive to energy. If the uncorrected docking energy replaced the MP2 value at 300 K, with all else fixed, the odds would grow by $e^{(0.573-0.331)/0.02585}\approx1.2\times10^4$. The coverage would become about 0.3. The choice of energy level thus separates a nearly empty site from a partly occupied one.

**Relation to real silica.** The pressure and temperatures are round illustrative values. The 3-21G molecules are imperfect: the H-N-H angle of $112^\circ$ is several degrees wider than in real ammonia. A real surface can offer several neighbouring silanols, so the isolated-site assumption may fail. If a second contact added 0.10 eV of binding at fixed partition functions, the odds would rise by a factor of about 48 at 300 K and 7 at 600 K. Reaction to Si-NH$_2$ would require a separate treatment, since this coverage counts intact ammonia alone.

## Variations

### Variation 1: pressure for half coverage

*At 300 K, what pressure would make $\theta=1/2$ in the same model?*

Half coverage means $\theta/(1-\theta)=1$. The odds are proportional to $p$, and at 1 Torr they are $4.03\times10^{-5}$. Therefore

$$p_{1/2}=\frac{1\ \text{Torr}}{4.03\times10^{-5}}\approx2.5\times10^4\ \text{Torr}.$$

This is about 33 atm, above the saturation pressure of ammonia at this temperature, which is roughly 10 atm. Ammonia would condense first, so the ideal-gas formula does not describe a reachable half-covered state. The number shows how far the site is from filling at 1 Torr.

### Variation 2: the classical high-temperature limit

*In the harmonic model, how do the odds vary with temperature when $kT$ greatly exceeds every $\omega_i$?*

For small $x$, $\sinh x\approx x$, so each vibrational factor becomes $kT/\omega_i$ and $q_{\rm vib}\propto T^6$. Also $q_{\rm rot}\propto T^{3/2}$. Since $\Lambda^3\propto T^{-3/2}$, $p\Lambda^3/kT\propto T^{-5/2}$ at fixed pressure. The powers combine as $6-\tfrac32-\tfrac52=2$:

$$\frac{\theta}{1-\theta}\propto T^2e^{|E_{\rm int}|/kT}.$$

From 300 K to 600 K the exponential falls by $e^{-6.4}=1.7\times10^{-3}$ and $T^2$ rises by 4, giving a ratio of $6.7\times10^{-3}$. The full formula gives $3.50\times10^{-7}/4.03\times10^{-5}=8.7\times10^{-3}$. The difference comes mainly from the two motions near 50 meV, which are not classical at 300 K.

The limiting law has a minimum where

$$\frac{d}{dT}\left(2\ln T+\frac{|E_{\rm int}|}{kT}\right)
=\frac2T-\frac{|E_{\rm int}|}{kT^2}=0,$$

or $kT=|E_{\rm int}|/2=0.165$ eV, about 1900 K. The predicted rise above that temperature should not be trusted. A harmonic well has no edge and keeps supplying bound states, whereas a hydrogen bond of finite depth lets ammonia escape.

## Numbers as computed

```
Docking: RHF/3-21G, rigid molecules
Final energies: counterpoise MP2/def2-SVP, frozen core
Silanol Si-O length: 0.1675 nm
Silanol O-H length: 0.0960 nm
Silanol Si-O-H angle: 126.8 degrees
Ammonia N-H length: 0.1003 nm
Ammonia H-N-H angle: 112.4 degrees
Slope tolerance: 5.0e-04 au
Gradient test, formula: 0.007540 au
Gradient test, differences: 0.007540 au
A start H...N: 0.1852 nm; angle 180.0 degrees
A start interaction: -0.5286 eV
A steps: 2; largest final slope: 2.6e-04 au
A final H...N: 0.1857 nm; angle 178.3 degrees
A docking interaction: -0.5732 eV
B held steps: 2; largest final slope: 2.7e-04 au
B held H...O: 0.2103 nm; angle 180.0 degrees
B held docking interaction: -0.2112 eV
B released steps: 1; largest final slope: 3.1e-04 au
B released contact: ammonia donor; converged: True
Released O-H...N: 0.3577 nm, 53.5 degrees
Released N-H...O: 0.2101 nm, 178.3 degrees
Released N...Si distance: 0.4200 nm
B released docking interaction: -0.2113 eV
B used for comparison: released
Docking-level gap B minus A: 0.3619 eV
A counterpoise HF interaction: -0.2596 eV
B counterpoise HF interaction: -0.0246 eV
A counterpoise MP2 interaction: -0.3307 eV
B counterpoise MP2 interaction: -0.0436 eV
MP2 gap B minus A: 0.2870 eV = 27.7 kJ/mol
Potential probe distance: 0.20 nm
V outside silanol H: 0.837 V
V outside ammonia H: 0.406 V
V outside ammonia N: -1.956 V
V outside silanol O: -1.139 V
A donor-bond change: 0.00216 nm; energy gain 0.0120 eV
B donor-bond change: 0.00033 nm; energy gain 0.0003 eV
A motion energies: 21.3 10.6 11.2 1.5 50.3 50.6 meV
A motions with negative curvature: 0
A zero-point bound, six motions: 0.0728 eV
Soft-motion floor for coverage: 2.0 meV
Ammonia pressure: 1.0 Torr
300 K: translational gas term 0.555 eV
300 K: estimated site coverage 4.03e-05
300 K: energy-only B/A weight 1.51e-05
600 K: translational gas term 1.200 eV
600 K: estimated site coverage 3.50e-07
600 K: energy-only B/A weight 3.88e-03
```
